# Why a Single CdTe Source Settles to a Stoichiometric Beam

**The decision: which pressures to use, and whether to add a second source**

To size a CdTe effusion source, one must choose the cadmium and tellurium pressures that enter the flux calculation, and decide whether a second cell is needed to correct the beam. The vapour pressures of the pure elements are the wrong input. As long as the flow through the opening is molecular, so is the condition $p_{\rm Cd}=2p_{\rm Te_2}$, which describes a vapour at rest containing equal numbers of Cd and Te atoms. In molecular flow that pressure ratio would give a beam with 1.51 Cd atoms per Te atom.

A single-phase charge does not keep such a beam. It loses cadmium, its composition shifts very slightly, and the two pressures move until the atoms leave in the proportion in which the solid contains them. No second cell is then needed to correct the source, although conditions at the substrate may still call for one.

**One equilibrium condition leaves one pressure free**

Sublimation follows

$$
\mathrm{CdTe(s)}\rightleftharpoons \mathrm{Cd(g)}+\tfrac12\mathrm{Te_2(g)} .
$$

For ideal vapours, with pressures in this relation measured in atm,

$$
p_{\rm Cd}\,p_{\rm Te_2}^{1/2}=K(T),\qquad
\ln K=-\frac{\Delta H}{RT}+\frac{\Delta S}{R}. \tag{1}
$$

This fixes a product. The remaining freedom is the composition of the solid,

$$
x=\frac{N_{\rm Cd}}{N_{\rm Te}}-1 ,
$$

which is positive for excess Cd.

Treating $K$ as independent of $x$ needs a reason. Write the solid's Gibbs energy as $G=N_{\rm Te}g(x)$. Differentiation gives $\mu_{\rm Cd}=g'$ and $\mu_{\rm Te}=g-(1+x)g'$. Hence

$$
\mu_{\rm Cd}+\mu_{\rm Te}=g-xg',\qquad
d(\mu_{\rm Cd}+\mu_{\rm Te})=-x\,d\mu_{\rm Cd}. \tag{2}
$$

Because $|x|$ is tiny, the sum hardly changes even when $\mu_{\rm Cd}$ changes greatly. In the defect model used below, $\mu_{\rm Cd}$ rises by 12.7 $kT$ between $x=-5\times10^{-5}$ and $+5\times10^{-5}$. Over the same range the sum rises until $x=0$ and then falls again, and its highest and lowest values differ by only $5\times10^{-5}\,kT$.

**Equal atom fluxes fix the pressure ratio**

In molecular flow the particle flux through the opening is one quarter of density times mean speed. With $n_i=p_i/kT$ and $\langle v_i\rangle=\sqrt{8kT/\pi m_i}$,

$$
J_i=\frac{n_i\langle v_i\rangle}{4}
=\frac{p_i}{\sqrt{2\pi m_i kT}}. \tag{3}
$$

Here $p_i$ is in SI units. Each Te$_2$ carries two Te atoms and has mass $2m_{\rm Te}$, so the atom ratio in the beam is

$$
\frac{J_{\rm Cd}}{2J_{\rm Te_2}}
=\frac{p_{\rm Cd}}{2p_{\rm Te_2}}
\sqrt{\frac{2m_{\rm Te}}{m_{\rm Cd}}}
=\frac{1}{\rho}\frac{p_{\rm Cd}}{p_{\rm Te_2}},\qquad
\rho=\sqrt{\frac{2m_{\rm Cd}}{m_{\rm Te}}}. \tag{4}
$$

A 1:1 beam therefore needs $p_{\rm Cd}=\rho p_{\rm Te_2}$, with $\rho=1.327$. Substitution into (1) gives $\rho p_{\rm Te_2}^{3/2}=K$, and so

$$
p_{\rm Te_2}^*=\left(\frac{K}{\rho}\right)^{2/3},\qquad
p_{\rm Cd}^*=\rho p_{\rm Te_2}^*. \tag{5}
$$

The masses and the dimer formation set the pressure ratio of the stoichiometric beam; they do not prevent it.

This point also minimizes the total particle flux at fixed temperature. Equation (1) gives $d\ln p_{\rm Te_2}=-2\,d\ln p_{\rm Cd}$, so

$$
d(J_{\rm Cd}+J_{\rm Te_2})=(J_{\rm Cd}-2J_{\rm Te_2})\,d\ln p_{\rm Cd},
$$

which vanishes at equal atom fluxes. The same calculation for total pressure gives $p_{\rm Cd}=2p_{\rm Te_2}$, the condition for equal numbers of Cd and Te atoms in the vapour. Even a closed vessel need not satisfy it, because the solid can take up or release a small excess of either element.

**The solid supplies the feedback**

Take the solid as well mixed, so that one value of $x$ describes it. Let $A$ be the opening area and $N=N_{\rm Te}$. The atom balances are $dN_{\rm Cd}/dt=-AJ_{\rm Cd}$ and $dN/dt=-2AJ_{\rm Te_2}$. Differentiating $N_{\rm Cd}=(1+x)N$ gives

$$
\frac{dx}{dt}=-\frac{A}{N}\left[J_{\rm Cd}-(1+x)2J_{\rm Te_2}\right]. \tag{6}
$$

A steady composition requires $J_{\rm Cd}/(2J_{\rm Te_2})=1+x$: the beam copies the solid. Since $N$ does not enter the bracket, the condition survives as the charge shrinks.

A stable solid has $d\mu_{\rm Cd}/dx=g''>0$, but attraction needs slightly more. By (1), the beam ratio varies as $p_{\rm Cd}^3$, so a small change $\delta x$ alters it by the fraction $3g''\delta x/kT$. This must exceed the change $\delta x$ in the solid's own ratio, which requires $g''>kT/3$. CdTe meets this condition easily, because a tiny change in $x$ moves $\mu_{\rm Cd}$ by many $kT$. If too much Cd leaves, $x$ falls and $p_{\rm Cd}$ falls with it. Equation (1) then makes $p_{\rm Te_2}=(K/p_{\rm Cd})^2$ rise. Both changes oppose the original imbalance.

To find the speed, take dilute neutral Cd vacancies, fraction $v$ per Te site, and Cd interstitials, fraction $i$. An added Cd atom can create an interstitial or fill a vacancy. Equilibrium between these routes requires

$$
\frac{\mu_{\rm Cd}}{kT}=\epsilon_i+\ln i=-\epsilon_v-\ln v ,
$$

where $\epsilon_i$ and $\epsilon_v$ are constant defect energies in units of $kT$. Thus $i\propto p_{\rm Cd}$, $v\propto1/p_{\rm Cd}$ and $x=i-v$. Near the steady state put $p_{\rm Cd}=p_{\rm Cd}^*(1+u)$, with $|u|\ll1$. To first order,

$$
x-x^*=(i^*+v^*)u,\quad
J_{\rm Cd}=J^*(1+u),\quad
2J_{\rm Te_2}=J^*(1-2u),
$$

where $J^*$ is the steady Cd flux. The flux difference is $3J^*u$. Neglecting $x$ beside one and the loss of charge during settling, (6) becomes

$$
\frac{du}{dt}=-\frac{u}{\tau},\qquad
\tau=\frac{(i^*+v^*)N}{3AJ^*}. \tag{7}
$$

Settling is fast because CdTe can store only a small excess of either element. Charged defects would alter $x(p_{\rm Cd})$ and $\tau$, but not the sign required by stability. For the example below, defect fractions varying as $p_{\rm Cd}^{\pm1/3}$ between the same composition limits would give $\tau\approx4.5$ s instead of 0.92 s.

**A source at 800 K**

The example has a 50 g charge, a 1 cm$^2$ opening and 10 cm$^2$ of subliming surface. Rough thermochemical values are $\Delta H=290$ kJ/mol and $\Delta S=190$ J/(mol K). They give $K=9.77\times10^{-10}$ atm$^{3/2}$. From (5),

$$
p_{\rm Te_2}^*=760\left(\frac{9.77\times10^{-10}}{1.327}\right)^{2/3}
=6.2\times10^{-4}\ {\rm Torr},
$$

and $p_{\rm Cd}^*=8.2\times10^{-4}$ Torr. The particle fluxes are $9.63\times10^{16}$ Cd atoms and $4.82\times10^{16}$ Te$_2$ molecules per cm$^2$ per second.

For a cosine source, the flux on axis at distance $L$ is $AJ^*/(\pi L^2)$. At $L=15$ cm this is $1.36\times10^{14}$ Cd atoms cm$^{-2}$ s$^{-1}$. Division by $1.47\times10^{22}$ formula units per cm$^3$ gives 0.093 nm/s (0.33 µm/h), if everything sticks.

The assumed composition limit is $|x|=10^{-4}$ at saturation with either element. The model then gives $v^*=2.12\times10^{-6}$ and a much smaller $i^*=3.5\times10^{-9}$. With $N=1.255\times10^{23}$,

$$
\tau=\frac{(2.12\times10^{-6})(1.255\times10^{23})}
{3(1)(9.63\times10^{16})}=0.92\ {\rm s}.
$$

Integrating the full atom balances also gives 0.92 s for the late decay. Starts at $x=-5\times10^{-5}$ and $+5\times10^{-5}$ come within 1% of a 1:1 beam after 6.5 s and 5.0 s. These times are idealized, since the initial pressures are too high for molecular flow. For a well-mixed solid, after half the charge has gone the beam's Cd:Te ratio differs from one by $-2.1\times10^{-6}$, the excess $x^*$ of the solid.

**Slow diffusion delays the solid more than the beam**

Real grains are not instantly mixed. Suppose the surface has reached $x^*$ while the interior is still at $x_0$. For diffusion into a thick grain,

$$
x(z,t)=x^*+(x_0-x^*)\,{\rm erf}\!\left(\frac{z}{2\sqrt{Dt}}\right),
$$

whose surface gradient is $(x_0-x^*)/\sqrt{\pi Dt}$. Multiplying by $D$, the formula-unit density $n$ and the solid area $A_s$ gives the excess Cd delivered per second. Setting this equal to $A(J_{\rm Cd}-2J_{\rm Te_2})$ yields

$$
\frac{J_{\rm Cd}-2J_{\rm Te_2}}{J^*}
=\frac{A_s}{A}\frac{n(x_0-x^*)}{J^*}\sqrt{\frac{D}{\pi t}}. \tag{8}
$$

With an assumed $D=10^{-7}$ cm$^2$/s and $x_0=-5\times10^{-5}$, the imbalance is $-0.41\%$ at 10 s and $-0.13\%$ at 100 s. A numerical diffusion calculation, which does not impose the surface composition, agrees with (8) to these digits. It neglects surface recession: 0.66 µm in 100 s, against a diffusion length of 32 µm. At long times recession takes over and (8) fails. With recession speed $v_s=6.6\times10^{-7}$ cm/s, the length $D/v_s=0.15$ cm is smaller than the 0.85 cm depth of a compact 50 g charge under 10 cm$^2$. The surface then uncovers unrelaxed solid, and the imbalance tends to $x_0$ instead of $x^*$: about $-5\times10^{-5}$ when half the charge has gone.

Conservation gives a limit that needs no diffusion model. After a fraction $f$ of the Te has left, the emitted atoms satisfy

$$
\frac{N_{\rm Cd,out}}{N_{\rm Te,out}}-1
=\frac{x_0-(1-f)x}{f},
$$

where $x$ is now the average over the remaining solid. If $|x|\le x_m$ throughout, the magnitude cannot exceed $x_m(2-f)/f$. For $x_m=10^{-4}$ and $f=0.01$, this bound is 2%. A charge that stays single-phase and can store only a small excess cannot emit an unbalanced beam for long.

**When the source does not settle**

The steady pressures must lie below saturation with either element. Rough vapour-pressure estimates at 800 K give 23.7 Torr for Cd and 1.38 Torr for Te$_2$, treating the saturated liquids as pure. Both are far above the steady values. In terms of Cd pressure, the CdTe field extends from $1.7\times10^{-5}$ to 23.7 Torr and contains $p_{\rm Cd}^*$.

Now consider a hypothetical compound with the same $K$ and masses, but whose metal saturates at $p_{\rm sat}=0.1p^*$, where $p^*$ is the metal pressure needed for a balanced beam. Further metal excess forms a separate phase and no longer raises the metal pressure. The metal flux is multiplied by 0.1 and the Te$_2$ flux by $0.1^{-2}=100$. The metal:Te ratio is therefore

$$
\left(\frac{p_{\rm sat}}{p^*}\right)^3=0.001 .
$$

In one thousandth of the normal charge lifetime, about 10% of the Te leaves while almost all the metal stays. The overall source excess reaches $x=0.11$. These numbers are idealized, since the raised Te$_2$ pressure is too high for molecular flow through this opening. Feedback has failed because composition no longer controls pressure.

Free Te in a CdTe charge similarly holds the beam Te-rich, but this phase can be exhausted. For one free Te atom per thousand formula units, equation (3) gives a burn-off time of 0.6 s at 800 K. This is only an order-of-magnitude guide: at 1.38 Torr the flow is not molecular, and heat or surface supply may limit the loss.

**Real cells and operating practice**

The model cell has an opening one tenth as large as its subliming surface. If every particle that strikes the solid condenses, the pressures are about 9% below equilibrium, a difference neglected above. With a larger opening, or with slower evaporation, they fall further. Let $\alpha_i$ be the evaporation coefficient. Balancing net evaporation with escape gives

$$
\alpha_iA_s(p_{i,\rm eq}-p_i)=Ap_i,\qquad
p_i=w_ip_{i,\rm eq},\qquad
w_i=\frac{\alpha_iA_s}{\alpha_iA_s+A}.
$$

If the solid's equilibrium Cd pressure is $ap_{\rm Cd}^*$, equal atom fluxes require $w_{\rm Cd}a=w_{\rm Te}a^{-2}$. Thus $a=(w_{\rm Te}/w_{\rm Cd})^{1/3}$, and the flux is multiplied by $w_{\rm Cd}^{2/3}w_{\rm Te}^{1/3}$. For assumed coefficients of 1 for Cd and 0.1 for Te$_2$, this factor is 0.74. This balance assumes that the vapour is well mixed before it escapes. It does not give the rate of a wide-open crucible, where many atoms leave directly and the crucible's shape matters. The rate changes; the steady atom ratio of the whole beam does not, provided the shifted composition stays within the phase field.

Two other effects were left out. Te atoms carry 0.1 to 0.3% as much tellurium as the dimers (0.14% for an assumed Te$_2$ bond energy of 2.7 eV, 0.28% for 2.6 eV), and they simply join the atom balance. For an assumed collision diameter of 0.5 nm, the mean free path is 5.2 cm, against an opening diameter of 1.1 cm. About one particle in five then collides within one opening diameter, so molecular flow is an approximation here. It fails soon above 800 K: the mean free path is about two opening diameters at 825 K and less than one at 850 K. In the viscous limit the vapour leaves unseparated, and a balanced beam needs $p_{\rm Cd}=2p_{\rm Te_2}$ instead of the ratio $\rho$. The solid's feedback still acts there, but (3) to (5) no longer give the pressures and the rate.

Temperature mainly controls rate. From (3) and (5), $J^*\propto K^{2/3}T^{-1/2}$, hence

$$
\frac{d\ln J^*}{dT}=\frac{2\Delta H}{3RT^2}-\frac{1}{2T}
=3.6\%\ {\rm per\ K}
$$

at 800 K. Within the phase field, the practical course is to outgas a new charge behind a closed shutter until any free Cd or Te has gone and the flux has settled, then set the growth rate by temperature. A steady flux alone does not prove balance, because free Te also holds the pressures fixed while it lasts. A separate Cd or Te source is justified when the substrate loses one element preferentially or when a deliberate excess is wanted. A stoichiometric incident beam does not by itself guarantee a stoichiometric film. The numerical output below lists the inputs and results.

## Computed results

```
source temperature: 800 K
masses Cd, Te, Te2: 112.41, 127.60, 255.20 u
rough reaction dH, dS: 290 kJ/mol, 190 J/(mol K)
rough Cd vaporization: 100 kJ/mol, 1040 K
rough Te2 vaporization: 115 kJ/mol, 1260 K
opening, solid area: 1.0, 10.0 cm2
charge, distance: 50 g, 15 cm
CdTe formula units in charge: 1.255e+23
CdTe formula-unit density: 1.47e+22 cm^-3
equilibrium K: 9.766e-10 atm^1.5
steady p_Cd/p_Te2: 1.3274
steady p_Cd: 0.0008221 Torr
steady p_Te2: 0.0006194 Torr
pure Cd saturation pressure: 23.66 Torr
pure Te2 saturation pressure: 1.379 Torr
lowest p_Cd in CdTe field: 1.742e-05 Torr
ratio at minimum total pressure: 2
ratio at minimum particle flux: 1.3274
beam Cd/Te if p_Cd = 2 p_Te2: 1.507
steady Cd flux at opening: 9.63e+16 cm^-2 s^-1
steady Te2 flux at opening: 4.815e+16 cm^-2 s^-1
Cd flux at substrate: 1.362e+14 cm^-2 s^-1
growth rate, full sticking: 0.09268 nm/s
growth rate, full sticking: 0.3336 um/h
assumed |x| at each saturation limit: 0.0001
steady vacancy fraction: 2.119e-06
steady interstitial fraction: 3.474e-09
steady solid excess x: -2.116e-06
mu_Cd span, x from -5e-5 to 5e-5: 12.74 kT
mu_Cd + mu_Te span, same x: 4.983e-05 kT
charge lifetime at steady flux: 361.9 h
mixed-solid relaxation time, formula: 0.9218 s
mixed-solid relaxation time, integrated: 0.9227 s
time to 1%, start x=-5e-5: 6.486 s
time to 1%, start x=+5e-5: 5.02 s
fraction left in long run: 0.5
beam Cd/Te minus 1, long run: -2.116e-06
assumed D, half grain: 1.0e-07 cm2/s, 0.1 cm
diffusion imbalance at 10 s: -0.4125 %, formula -0.4124 %
diffusion imbalance at 100 s: -0.1305 %, formula -0.1304 %
diffusion imbalance at 1000 s: -0.0413 %, formula -0.0412 %
involatile-metal p_sat/p_star: 0.1
involatile-metal beam metal/Te: 0.001
involatile-metal final source excess: 0.111
steady flux rise per K: 3.571 %/K
assumed evaporation coefficients Cd, Te2: 1.0, 0.1
flux factor from these coefficients: 0.7448
rough Te2 bond: 2.7 eV, 0.256 nm, 250 cm^-1
Te atoms / Te carried by Te2: 0.1365 %
assumed collision diameter: 0.5 nm
mean free path: 5.174 cm
opening diameter: 1.128 cm
surface recession in 100 s: 655.1 nm
diffusion length in 100 s: 3.162e+04 nm
rough burn-off time, 0.1% free Te: 0.5851 s
```
